\section*{The diffusive thermal length in copper at room temperature}

\section*{Question}

I am working on an exercise about interference in narrow copper interconnects. It gives a mean free path of 10 nm, an electron velocity of $1.57\times10^{6}$ m/s and a temperature of 300 K, and asks me to show that the diffusive thermal length is about 11.5 nm.

My first attempt was velocity times thermal time, $\hbar v/(k_BT)$, which gives 40 nm. Then I found a formula with a diffusion constant and $2\pi k_BT$ in the denominator, and got 4.6 nm. Which definition gives 11.5 nm, and where does it come from? I am also uneasy about the answer itself. How can an electron diffuse over 11.5 nm if it travels 10 nm between collisions? And does the result mean that interference survives over that distance in a real copper line at room temperature?

\section*{Answer}

The definition you need is
\begin{equation}
L_T=\sqrt{\frac{\hbar D}{k_BT}},\qquad D=\frac{vl}{3},
\label{eq:def}
\end{equation}
with $v$ the speed, $l$ the mean free path and $D$ the diffusion constant. Your 40 nm is the distance flown in a straight line during the thermal time $\hbar/(k_BT)$. Your 4.6 nm is the diffusive length in a convention that differs by a factor $\sqrt{2\pi}$. Your unease is justified: the number is right as the value of a defined length, but diffusion is only roughly established on that scale.

\subsection*{The diffusion constant}

Assume that all electrons near the Fermi level have the same speed $v$, that collisions occur at random with mean interval $\tau=l/v$, and that each collision randomises the direction in three dimensions. Isotropy gives $\langle v_x^2\rangle=v^2/3$. The probability of no collision during a time $s$ is $e^{-s/\tau}$, and after a collision the average velocity is zero, so
\begin{equation}
\langle v_x(0)v_x(s)\rangle=\frac{v^2}{3}e^{-s/\tau}.
\end{equation}
The displacement is the time integral of $v_x$. Its square is a double integral over two times in $[0,t]$. Pairs of times separated by $s$ have weight $2(t-s)$, and therefore
\begin{align}
\langle x^2\rangle
&=\frac{2v^2}{3}\int_0^t(t-s)e^{-s/\tau}\,ds \nonumber\\
&=\frac{2v^2}{3}\left[t\tau(1-e^{-t/\tau})-\tau^2+\tau(t+\tau)e^{-t/\tau}\right] \nonumber\\
&=\frac{2v^2\tau}{3}\left[t-\tau(1-e^{-t/\tau})\right].
\label{eq:msd}
\end{align}
For $t\gg\tau$ the bracket tends to $t$. Comparison with the diffusion law $\langle x^2\rangle=2Dt$ gives $D=v^2\tau/3=vl/3$.

\subsection*{The thermal time}

Consider two paths from the same starting point to the same end point, with durations that differ by $t$. Let $\varepsilon$ be the electron energy measured from the Fermi level. Near that level the wave number is $k_F+\varepsilon/(\hbar v)$. The path lengths differ by $vt$, so the phase difference is $k_Fvt+\varepsilon t/\hbar$. The first part is the same for all energies. The second varies across the thermal window and washes out the interference term.

The weight of each energy in linear response is $-\partial f/\partial\varepsilon$, where $f$ is the Fermi function. With $z=\varepsilon/(k_BT)$ and $u=k_BTt/\hbar$, the interference term is multiplied by the contrast
\begin{equation}
C(u)=\int_{-\infty}^{\infty}\frac{e^{izu}}{4\cosh^2(z/2)}\,dz .
\end{equation}
To evaluate it for $u>0$, compare the integral along the real axis with the one along the line shifted by $2\pi i$. The denominator is unchanged by the shift and the numerator gains a factor $e^{-2\pi u}$. The two lines enclose one pole, at $z=i\pi$. Setting $z=i\pi+w$ gives $4\cosh^2(z/2)=-4\sinh^2(w/2)\approx-w^2$, so near the pole the integrand is
\begin{equation}
-\frac{e^{-\pi u}(1+iuw+\dots)}{w^2},
\end{equation}
with residue $-iu\,e^{-\pi u}$. The residue theorem then gives
\begin{equation}
(1-e^{-2\pi u})\,C(u)=2\pi i\,(-iu\,e^{-\pi u})=2\pi u\,e^{-\pi u},
\end{equation}
and, after division by $1-e^{-2\pi u}$,
\begin{equation}
C(u)=\frac{\pi u}{\sinh(\pi u)} .
\label{eq:C}
\end{equation}
The contrast is 1 at $u=0$. At $u=1$, that is, at a duration difference
\begin{equation}
t_T=\frac{\hbar}{k_BT},
\end{equation}
it has fallen to $\pi/\sinh\pi=0.272$. Direct numerical integration over energy gives the same 0.272. The choice $u=1$ is a convention; the decay has no sharp edge there.

\subsection*{From time to length, with the numbers}

The diffusive thermal length is the diffusion length belonging to this time, $L_T=\sqrt{Dt_T}$, which is Eq.~\eqref{eq:def}. The root-mean-square displacement along one axis would be $\sqrt{2Dt_T}=\sqrt2\,L_T$, so the definition also leaves out a factor $\sqrt2$.

The diffusion constant is
\begin{equation}
D=\frac{(1.57\times10^{6}\ \mathrm{m/s})(10\times10^{-9}\ \mathrm{m})}{3}
=5.233\times10^{-3}\ \mathrm{m^2/s},
\end{equation}
or 52.33 cm$^2$/s. Since 1 m$^2$/s is $10^3$ nm$^2$/fs, this is 5.233 nm$^2$/fs. At 300 K the thermal energy is 25.85 meV and $t_T=25.46$ fs. Hence
\begin{equation}
L_T=\sqrt{(5.233\ \mathrm{nm^2/fs})(25.46\ \mathrm{fs})}
=\sqrt{133.2\ \mathrm{nm^2}}=11.5\ \mathrm{nm}.
\end{equation}

Your first attempt fits into the same picture. With $L_b=vt_T=40.0$ nm,
\begin{equation}
L_T^2=\frac{vl}{3}\,t_T=\frac{l\,L_b}{3},
\end{equation}
so the diffusive length follows from the geometric mean of the mean free path and the straight-line length, divided by $\sqrt3$. Your second attempt replaced $k_BT$ by $2\pi k_BT$, which divides the length by $\sqrt{2\pi}$ and gives $11.54/\sqrt{2\pi}=4.6$ nm. A quoted thermal length needs its convention stated.

\subsection*{What happens to interference at this distance}

A specific arrangement shows what $L_T$ measures. As an idealisation, neglect the duration of one partner path, and let the other reach a plane at distance $X=yL_T$ for the first time by diffusion. The contrast must then be averaged over the arrival times.

Treat the plane as absorbing. The density that starts at $x=0$ and vanishes at $x=X$ is the free Gaussian minus its mirror image centred at $2X$:
\begin{equation}
p(x,t)=\frac{e^{-x^2/(4Dt)}-e^{-(x-2X)^2/(4Dt)}}{\sqrt{4\pi Dt}} .
\end{equation}
Integrating over $x<X$ gives the probability that the electron has not yet arrived. With $b=X/\sqrt{4Dt}=y/(2\sqrt u)$, where now $u=t/t_T$,
\begin{equation}
S=\tfrac12(1+\operatorname{erf}b)-\tfrac12(1-\operatorname{erf}b)
=\operatorname{erf}\!\left(\frac{y}{2\sqrt u}\right).
\end{equation}
The density of arrival times is the rate at which $S$ decreases:
\begin{equation}
F(y,u)=-\frac{\partial S}{\partial u}
=\frac{y}{\sqrt{4\pi u^3}}\,e^{-y^2/(4u)} .
\end{equation}

Next we need $\Phi(y,s)=\int_0^\infty F e^{-su}\,du$. Differentiating $S$ twice with respect to $y$ gives $\partial^2S/\partial y^2=-F=\partial S/\partial u$. Thus $S$, and with it $F$, obeys the diffusion equation in scaled units. For $y>0$, $F$ vanishes at $u=0$ and at $u\to\infty$, so an integration by parts turns that equation into $\partial^2\Phi/\partial y^2=s\Phi$. The solution must stay bounded at large $y$ and tend to 1 as $y\to0$, where arrival is immediate. Therefore
\begin{equation}
\Phi=e^{-y\sqrt s},\qquad
\int_0^\infty uFe^{-su}\,du=-\frac{\partial\Phi}{\partial s}
=\frac{y}{2\sqrt s}\,e^{-y\sqrt s}.
\label{eq:laplace}
\end{equation}

The contrast in Eq.~\eqref{eq:C} can be expanded as a geometric series,
\begin{equation}
C(u)=\frac{2\pi u\,e^{-\pi u}}{1-e^{-2\pi u}}
=2\pi u\sum_{n=0}^{\infty}e^{-a_nu},\qquad a_n=(2n+1)\pi .
\end{equation}
Applying Eq.~\eqref{eq:laplace} to each term gives the mean contrast
\begin{equation}
W(y)=\int_0^\infty F\,C\,du
=\sum_{n=0}^{\infty}\frac{\pi y}{\sqrt{a_n}}\,e^{-y\sqrt{a_n}} .
\end{equation}
It is 0.38 at $L_T$, 0.11 at $2L_T$ and 0.026 at $3L_T$. At large distance the term $n=0$ dominates, and $W\approx\sqrt\pi\,y\,e^{-\sqrt\pi\,y}$. In this arrangement the exponential decay length is thus $L_T/\sqrt\pi=6.5$ nm, with a prefactor that grows with distance. So $L_T$ sets the scale of a gradual loss of contrast. These values assume ideal diffusion, which requires $l$ to be much shorter than $L_T$. An ideal diffusing particle close to the plane touches it almost at once, whereas an electron there may first fly away from it for about a mean free path. Random flights therefore typically arrive later, and their contrast is lower. With the present $v$ and $l$ and random starting directions, the mean contrast is only about half the diffusive value at $L_T$ and about 0.3 of it at $3L_T$.

Neglecting the partner's duration is a second idealisation. A path to the same end point takes at least $X/v$, which is already $0.29\,t_T$ at $X=L_T$. If the partner takes just this shortest time, the duration difference is smaller and the contrast is higher. If the partner also follows a random path, its duration varies, and the contrast can be lower or higher than with that duration neglected. The form of the decay changes too. Suppose both paths diffuse to the plane independently. The phase factor $e^{izu}$ must then be averaged over both arrival times, which gives $|\Phi(y,iz)|^2=e^{-y\sqrt{2|z|}}$. Its thermal average is 0.27 at $L_T$ and 0.053 at $3L_T$. At large distance only small $|z|$ contribute, where the thermal weight is $1/4$, and the average tends to $1/(2y^2)$. This is a power law, so the exponential decay length found above belongs only to the arrangement with the partner's duration neglected. The values of $W$ thus illustrate the role of $L_T$; they are not predictions for this copper example.

\subsection*{Is the motion really diffusive?}

The collision time is $\tau=l/v=6.37$ fs, so $t_T/\tau=4.0$. An electron makes about four collisions, on average, during the thermal time. Its path has a total length of 40 nm, but the collisions fold it, and Eq.~\eqref{eq:msd} gives a root-mean-square displacement along one axis of only about 14 nm. This is how $L_T$ can be close to $l$ without a contradiction.

Four collisions are too few for the law $2Dt$ to be accurate. From Eq.~\eqref{eq:msd}, the ratio of the mean square displacement to its diffusive value is
\begin{equation}
\frac{\langle x^2\rangle}{2Dt_T}
=1-\frac{\tau}{t_T}\left(1-e^{-t_T/\tau}\right)=0.754 .
\end{equation}
A simulation of 400\,000 electrons with random free flights gives 0.758 for this ratio. The same kind of simulation, evaluated between $20\tau$ and $40\tau$, gives $D=52.0$ cm$^2$/s, within 1 percent of $vl/3$. If the length is defined by the actual spread at $t_T$, as $\sqrt{\langle x^2\rangle/2}$ so that the factor $\sqrt2$ is again left out, it becomes $11.54\sqrt{0.754}=10.0$ nm, which is 13 percent below $L_T$.

Cooling improves the situation. At 4.2 K, with $l$ held at 10 nm, $t_T/\tau=286$ and $L_T=98$ nm. The thermal length is then well inside the diffusive regime. In the opposite limit, $t_T\ll\tau$, the electron flies straight during the thermal time, and $L_b$ is the relevant length.

\subsection*{What this means for a copper line}

A mean free path of 10 nm is well below the rough bulk value of 39 nm at 300 K. It can serve as a rough effective value for a narrow line in which surfaces and grain boundaries add scattering, although the model treats all scattering as uniform and isotropic. One assumption that fails there is that all scattering preserves phase. If the bulk value is attributed to phonons, the time between phonon collisions at the exercise's speed is about 25 fs, almost the same as $t_T$. Suppose each such collision destroys the phase. The coherence length is then $\sqrt{(5.233)(24.8)}\ \mathrm{nm}=11.4$ nm, and the probability of avoiding a phonon for the time $t_T$ is about 0.36. Interference over 11.5 nm is therefore weakened by phonons as well as by thermal averaging. The velocity matters too: $1.57\times10^6$ m/s is a free-electron value, while the average over copper's real Fermi surface is roughly $1.1\times10^6$ m/s. With $l$ unchanged, that lowers $L_T$ to 9.7 nm. It also lengthens the phonon time to about 35 fs and raises the probability of avoiding a phonon during $t_T$ to about 0.49. At an operating temperature of 378 K, with the original $v$ and $l$, $L_T$ is 10.3 nm.

Two other approximations are mild. The free-electron value $k_Fl=136$ means that the wavelength is short compared with the mean free path, which supports the picture of paths. At fixed $l$, $D$ is proportional to $v$ and hence to the square root of the electron's kinetic energy. A shift by $k_BT$ therefore changes $D$ by the fraction $k_BT/(2E_F)$, or 0.18 percent for a free-electron Fermi energy $E_F=7.01$ eV.

The type of interference also matters. Thermal averaging suppresses pairs of paths with different durations. Weak localization comes from a closed path and its time-reversed partner, whose durations are equal. For them $t=0$ and $C=1$, so $L_T$ does not cut off that effect; loss of phase coherence does. Nor should 11.5 nm be read as a line width at which the resistance must change. It is the scale on which thermal averaging weakens interference between diffusive paths of unequal duration, and in this example phonons act on nearly the same scale. The numerical output below lists most of the values used here.

\section*{Computed results}
\begin{verbatim}
Speed v: 1.57e+06 m/s
Mean free path l: 10.0 nm
Temperature T: 300 K
Thermal energy k_B T: 25.85 meV
Collision time tau: 6.37 fs
Diffusion constant D: 52.33 cm2/s
D from random flights: 51.97 cm2/s
Thermal time t_T: 25.46 fs
Thermal length L_T: 11.54 nm
L_T from random-flight D: 11.50 nm
L_T with 2 pi convention: 4.61 nm
Ballistic length hbar v/(k_B T): 39.97 nm
Ratio L_T/l: 1.154 (no unit)
Ratio t_T/tau: 4.00 (no unit)
Rms x displacement if diffusive: 16.32 nm
Finite-time factor at t_T, formula: 0.7544 (no unit)
Finite-time factor, random flights: 0.7575 (no unit)
L_T times root of that factor: 10.03 nm
Contrast C at t_T, formula: 0.2720 (no unit)
Contrast C, energy integral: 0.2720 (no unit)
Mean contrast W at 1 L_T: 0.3764 (no unit)
Mean contrast W at 2 L_T: 0.1075 (no unit)
Mean contrast W at 3 L_T: 0.0264 (no unit)
Far decay length L_T/sqrt(pi): 6.51 nm
Far slope from y = 5 to 6: 1.7731 per L_T
Square root of pi: 1.7725 (no unit)
Rough phonon mean free path: 39 nm
Rough phonon scattering time: 24.8 fs
Phonon-limited coherence length: 11.4 nm
Phonon-free probability over t_T: 0.36 (no unit)
Rough Fermi-surface mean speed: 1.1e+06 m/s
L_T with that speed, same l: 9.7 nm
Free-electron Fermi energy: 7.01 eV
Change of D over k_B T, fixed l: 0.18 percent
Semiclassical parameter k_F l: 136 (no unit)
L_T at 378 K, same l: 10.28 nm
L_T at 4.2 K, same l: 97.6 nm
Ratio t_T/tau at 4.2 K: 286 (no unit)
\end{verbatim}
